# Calculating the barrier at a charged grain boundary in a varistor

**Question**

I am working on an exercise about grain boundaries in varistor ceramics. The boundary holds trapped electrons with density $N_s=5.5\times10^{16}\ \mathrm{m^{-2}}$, the grains have donor density $N_d=1\times10^{24}\ \mathrm{m^{-3}}$, and the relative permittivity is 8.5. I am supposed to find a barrier near 0.81 eV.

My reasoning was that the negative sheet must be balanced by positive donors, so the depletion layer has width $N_s/N_d=55$ nm. The field at the boundary is then $eN_s/\varepsilon$, and the barrier is half of field times width. That gives 3.22 eV, which is far too large. Where is the error? And if I do get 0.81 eV, how seriously should I take the second digit?

**Answer**

Your charge balance is right in total, but you have put all the donors on one side. A grain boundary has a grain on each side, and both are depleted. This halves the width and also halves the field, so your barrier is too large by a factor of four.

**Assumptions**

Let $x$ be the distance from the boundary, which is the plane $x=0$. I use the depletion approximation: within a distance $w$ of the boundary there are no free electrons, and beyond $w$ the grain is neutral. The donors are uniform and all ionized, the two grains are identical, and no voltage is applied. $N_s$ counts the interface states that are filled and carry net negative charge, not all the states that exist there. I write $\varepsilon=8.5\,\varepsilon_0=7.526\times10^{-11}$ F/m for the absolute permittivity and $e>0$ for the elementary charge.

**Width**

The boundary and its two depletion layers are neutral together, because the field vanishes in the grain on either side. The layers have equal width by symmetry, so

$$
2N_d w=N_s,\qquad w=\frac{N_s}{2N_d}.
$$

**Field**

For $0<x<w$ the charge density is $+eN_d$, and Gauss's law reads $dE/dx=eN_d/\varepsilon$. With $E(w)=0$ this integrates to

$$
E(x)=-\frac{eN_d}{\varepsilon}(w-x).
$$

The minus sign means that the field points towards the negative sheet. An electron feels the force $-eE>0$ and is pushed away from the boundary, as it should be. Just beside the sheet the magnitude of the field is

$$
F=\frac{eN_dw}{\varepsilon}=\frac{eN_s}{2\varepsilon}.
$$

The 2 appears because half of the sheet's flux goes into each grain.

**Barrier**

The electrostatic potential obeys $d\varphi/dx=-E=eN_d(w-x)/\varepsilon$. With $\varphi(w)=0$,

$$
\varphi(x)=-\frac{eN_d}{2\varepsilon}(w-x)^2 .
$$

An electron has energy $U=-e\varphi$. Including the mirror-image side,

$$
U(x)=\frac{e^2N_d}{2\varepsilon}(w-|x|)^2,\qquad |x|<w .
$$

The barrier $\Phi$ is the value at $x=0$. Inserting $w=N_s/(2N_d)$ gives

$$
\Phi=\frac{e^2N_d}{2\varepsilon}\,\frac{N_s^2}{4N_d^2}=\frac{e^2N_s^2}{8\varepsilon N_d}.
$$

This is the height of the conduction-band edge at the boundary above the band edge deep in the grain. More trapped charge raises it quadratically. More donors lower it, because the balancing charge then sits closer to the sheet.

**Numbers**

The width on each side is

$$
w=\frac{5.5\times10^{16}}{2\times10^{24}}\ \mathrm{m}=27.5\ \mathrm{nm}.
$$

The peak field is

$$
F=\frac{(1.602\times10^{-19})(5.5\times10^{16})}{2(7.526\times10^{-11})}\ \mathrm{V/m}=0.585\ \mathrm{MV/cm}.
$$

Dividing $\Phi$ by $e$ gives the barrier in volts, which is the same number as the energy in eV:

$$
\frac{\Phi}{e}=\frac{(1.602\times10^{-19})(5.5\times10^{16})^2}{8(7.526\times10^{-11})(10^{24})}\ \mathrm{V}
=\frac{4.846\times10^{14}}{6.021\times10^{14}}\ \mathrm{V}=0.805\ \mathrm{V}.
$$

So $\Phi=0.805$ eV, or $1.29\times10^{-19}$ J.

The difference from 0.81 eV is within the rounding of the input. A density quoted as $5.5\times10^{16}\ \mathrm{m^{-2}}$ may lie anywhere between 5.45 and 5.55 in the same unit, and the formula then gives 0.790 to 0.820 eV. A barrier of 0.81 eV would need $N_s=5.517\times10^{16}\ \mathrm{m^{-2}}$.

**What your 3.22 eV does mean**

Your number has a meaning once a voltage $V$ is applied. Suppose that $N_s$ stays fixed. One depletion layer shrinks to $w_1$ and the other grows to $w_2$. Neutrality and the applied voltage require

$$
w_1+w_2=2w,\qquad \frac{e^2N_d}{2\varepsilon}\left(w_2^2-w_1^2\right)=eV .
$$

Factor the difference of squares as $(w_2-w_1)(w_2+w_1)=2w(w_2-w_1)$. Then

$$
w_2-w_1=\frac{\varepsilon V}{eN_dw},\qquad
w_1=w-\frac{\varepsilon V}{2eN_dw}.
$$

From $\Phi=e^2N_dw^2/(2\varepsilon)$ we have $\varepsilon/(eN_dw^2)=e/(2\Phi)$, so $w_1=w\,[1-eV/(4\Phi)]$. The barrier seen by electrons coming from the negatively biased grain is proportional to $w_1^2$:

$$
\Phi_1(V)=\Phi\left(1-\frac{eV}{4\Phi}\right)^2,\qquad 0\le eV\le4\Phi .
$$

At 1 V it has dropped from 0.805 to 0.38 eV. It vanishes at $eV=4\Phi=3.22$ eV, where all the donors that balance the sheet are on one side. That is the charge arrangement you assumed. Your calculation therefore gives the voltage at which the barrier collapses for fixed $N_s$, not the barrier at zero voltage.

**How good is the depletion approximation?**

The edge at $w$ is not really sharp, because some free electrons spill into the depletion layer. Let $n(U)$ be their density where the band has been raised by $U$. Poisson's equation becomes

$$
\frac{d^2U}{dx^2}=\frac{e^2}{\varepsilon}\left[N_d-n(U)\right].
$$

Multiply by $dU/dx$ and integrate from deep in the grain, where $U$ and its slope are zero, to the boundary. There the slope has magnitude $eF=e^2N_s/(2\varepsilon)$, which Gauss's law fixes whatever the electrons do. The result is

$$
\frac12\left(\frac{e^2N_s}{2\varepsilon}\right)^2=\frac{e^2}{\varepsilon}\left[N_d\Phi_{\rm full}-\int_0^{\Phi_{\rm full}}n\,dU\right].
$$

Solving for the barrier,

$$
\Phi_{\rm full}=\frac{e^2N_s^2}{8\varepsilon N_d}+\frac1{N_d}\int_0^{\Phi_{\rm full}}n\,dU .
$$

The first term is the depletion result. For Boltzmann electrons $n=N_de^{-U/kT}$, and the second term is $kT(1-e^{-\Phi_{\rm full}/kT})\approx kT$. The correction is positive because the spilled electrons cancel part of the donor charge near the edge. The balancing charge must then reach further into the grain, and the same flux acts over a longer distance.

At this donor density Boltzmann statistics is slightly off. For Fermi–Dirac electrons the integral is the pressure $P$ of the electron gas deep in the grain, since $dP=n\,d\mu$ at fixed temperature and raising the band by $U$ acts like lowering the chemical potential $\mu$ by $U$. The pressure at the barrier top is negligible here. I evaluated $P/N_d$ numerically for a parabolic band with an effective mass of 0.28 electron masses, a rough value for zinc oxide. At 300 K it is 0.027 eV, against $kT=0.026$ eV, and the barrier becomes 0.832 eV. At 400 K, with the same $N_s$, the correction is 0.036 eV and the barrier is 0.840 eV. With all donors ionized, the depletion formula is thus about 3 to 4 % low for these numbers, and it fails when $\Phi$ is no longer large compared with $kT$.

**Can the interface states hold this charge?**

The exercise gives $N_s$, but in equilibrium the states must be deep enough to stay filled. With the same band and donor density, and with all donors ionized even deep in the grain, the band edge there lies 0.031 eV above the Fermi level at 300 K. The barrier top is then about 0.86 eV above the Fermi level. Shallow donors in zinc oxide are bound by a few tens of meV, so a sizeable fraction of them can be neutral deep in the grain at this density. The Fermi level then lies lower, and this figure rises by a few hundredths of an eV. An interface level less than about 0.86 eV below the local band edge would lie above the Fermi level and be mostly empty. Unless such states far outnumber $N_s$, so that a small filled fraction is enough, the trapped charge, and with it the barrier, would settle at a lower value.

**Tunnelling**

The barrier is narrow near its top, so some electrons pass through it instead of over it. Let $T(E)$ be the transmission probability at energy $E$, measured from the band edge deep in the grain. Relative to a current that flows purely over the top, the current is changed by the factor

$$
\frac1{kT}\int T(E)\,e^{(\Phi-E)/kT}\,dE .
$$

If $T$ is 0 below $\Phi$ and 1 above it, this factor is 1. I solved the Schrödinger equation numerically on a grid for the parabolic profile $U(x)$, with the same effective mass and no scattering, and integrated from $E=0.3$ eV to $E=\Phi+0.5$ eV. At 300 K the factor is 7.5. Suppose the height is deduced from the size of the current at 300 K, with a known prefactor and assuming pure emission over the top. It then comes out too low by $kT\ln7.5=0.052$ eV. A height taken from the temperature dependence of the current is shifted by a different amount, because the factor itself depends on temperature. The electrostatic barrier itself is unchanged.

**Donors are discrete**

The mean donor spacing $N_d^{-1/3}$ is 10 nm, so each depletion layer is less than three spacings thick. The smooth charge density is an average, and the barrier differs from place to place along the boundary. To estimate the scatter, let $G$ be the energy shift that one donor causes at a given point of the boundary. For independently placed donors the variances add:

$$
\sigma^2=N_d\int G^2\,d^3r .
$$

I treat the neutral grains as grounded planes at $|x|=w$. By the reciprocity of electrostatics, exchanging the source and the point of observation leaves $G$ unchanged, so I can place the unit charge at the boundary point and evaluate its effect at the donor's position $x$. For wave number $k$ along the boundary, the Fourier component of $G$ is then proportional to $\sinh k(w-|x|)$, which vanishes on the planes. Matching the jump in slope at $x=0$ to a unit charge fixes its magnitude:

$$
|\tilde G(k,x)|=\frac{e^2}{\varepsilon}\,\frac{\sinh k(w-|x|)}{2k\cosh kw}.
$$

In terms of these components,

$$
\sigma^2=2N_d\int_0^w dx\int_0^\infty\frac{k\,dk}{2\pi}\,|\tilde G(k,x)|^2 .
$$

Numerical integration gives a root-mean-square scatter of $\sigma=0.070$ eV, about 9 % of the barrier. This is the donor contribution only, with the interface charge held smooth. The trapped electrons are discrete too: their mean spacing $N_s^{-1/2}$ is about 4 nm, and they sit in the boundary plane itself. If they were placed independently, they would add a scatter comparable to or larger than that of the donors. If they can rearrange among a larger number of states, they become correlated and the scatter is smaller.

**Comparison with a real varistor**

These parameters are in the regime of zinc oxide varistors, whose grains are roughly 10 µm across, far wider than the depletion layers. Barriers somewhat below 1 eV are typical there. Three assumptions deserve care:

- *Fixed interface charge.* In a real boundary $N_s$ can change with voltage as interface states fill or empty. The collapse at 3.22 V is a property of the fixed-charge model, not a prediction of the switching voltage.
- *No deep donors.* Donors that are neutral deep in the grain can become ionized where the band is raised. If they add at most 10 % to the positive charge density, the barrier at the same $N_s$ falls by at most 9 %, to 0.73 eV. That limit is reached when they are ionized throughout the layer.
- *No impact ionization.* At zero voltage an electron running down from the top gains about 0.8 eV, only 0.24 of the band gap (roughly 3.3 eV), so it cannot create an electron–hole pair. At 3 V the gain is about 3.0 eV in the fixed-charge model. That is still below the gap, but too close to its rough value for this argument to rule out impact ionization. The gain is $\Phi_1+eV$, so in a real boundary, where states that fill under bias can hold $\Phi_1$ above 0.3 eV, it exceeds the gap at 3 V.

So the formula gives 0.805 eV, in agreement with the expected 0.81 eV, but the rounding of $N_s$ alone already makes the second digit uncertain by one or two units. In addition, the electron tail raises the barrier by about 0.03 eV at 300 K, and the random donor positions alone spread its local value by about 0.07 eV, so "about 0.8 eV" is as much as the model supports.
